# First-order expansion of the positive-energy Dirac projector: a program that tests the result

```python
"""
Result under test: for D = D0 + V, D0 = alpha.p + beta (hbar = m = c = 1),
the projector P on positive energies is the imaginary-axis integral
    P = 1/2 + (1/2 pi) PV int d(eta) (D - i eta)^(-1),
and its part linear in V is
    P1(p,p') = [L+(p) V L-(p') + L-(p) V L+(p')] / (E_p + E_p').
L+ and L- are the free projectors, E_p = sqrt(1 + p^2).
Model: plane waves in a periodic cube, with a smooth scalar well of depth v0.
P0, Q0: free projectors on positive and negative energies in the whole basis.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm

# ---------- Dirac matrices and free projectors ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))


def free_dirac(p):
    return sum(p[i] * alpha[i] for i in range(3)) + beta


def energy(p):
    return np.sqrt(1.0 + np.dot(p, p))


def free_projector(p, sign):
    return 0.5 * (np.eye(4) + sign * free_dirac(p) / energy(p))


def norm(a):
    return np.linalg.norm(a, 2)


def positive_projector(h):
    values, vectors = np.linalg.eigh(h)
    u = vectors[:, values > 0]
    return u @ u.conj().T


# ---------- model ----------
k, v0 = 0.8, 0.2
labels = list(itertools.product((-1, 0, 1), repeat=3))
momenta = k * np.array(labels, float)
n_p = len(labels)
dim = 4 * n_p
phase = 2 * np.pi * np.arange(16) / 16
profile = (1 + np.cos(phase)) / 2


def fourier(n):
    """Cell average of exp(-i n k x) (1 + cos k x)/2 on a uniform grid."""
    return np.mean(np.exp(-1j * n * phase) * profile).real


v_scalar = np.array([[-v0 * np.prod([fourier(a - b) for a, b in zip(m, n)])
                      for n in labels] for m in labels])
V = np.kron(v_scalar, np.eye(4))
D0 = np.zeros((dim, dim), complex)
P0 = np.zeros((dim, dim), complex)
for j, p in enumerate(momenta):
    block = slice(4 * j, 4 * j + 4)
    D0[block, block] = free_dirac(p)
    P0[block, block] = free_projector(p, +1)
Q0 = np.eye(dim) - P0
D = D0 + V
P = positive_projector(D)
assert norm(positive_projector(D0) - P0) < 1e-12
assert norm(V) <= v0 + 1e-12
gap_edge = np.min(np.abs(np.linalg.eigvalsh(D)))
assert gap_edge >= 1 - v0

# ---------- scalar integrals behind the sign rule ----------


def pole_integral(a, b):
    f = lambda eta: (1 / ((a - 1j * eta) * (b - 1j * eta))).real
    return -quad(f, -np.inf, np.inf, epsabs=1e-11)[0] / (2 * np.pi)


same_pp = pole_integral(1.2, 0.9)
same_mm = pole_integral(-1.2, -0.9)
opposite = pole_integral(1.2, -0.9)
assert abs(same_pp) < 1e-8 and abs(same_mm) < 1e-8
assert abs(opposite - 1 / (1.2 + 0.9)) < 1e-8

# ---------- contour quadrature, eta = tan(theta), midpoint rule ----------
nodes, max_order = 64, 4
theta = -np.pi / 2 + (np.arange(nodes) + 0.5) * np.pi / nodes
P_contour = 0.5 * np.eye(dim, dtype=complex)
terms = [np.zeros((dim, dim), complex) for _ in range(max_order + 1)]
terms[0] += 0.5 * np.eye(dim)
for eta in np.tan(theta):
    weight = (1 + eta**2) / (2 * nodes)
    P_contour += weight * np.linalg.inv(D - 1j * eta * np.eye(dim))
    R0 = np.linalg.inv(D0 - 1j * eta * np.eye(dim))
    product = R0
    for order in range(max_order + 1):
        terms[order] += weight * product
        product = -product @ V @ R0
contour_error = norm(P_contour - P)
assert contour_error < 1e-10
assert norm(terms[0] - P0) < 1e-10

# ---------- first-order formula against two independent routes ----------
E_basis = np.repeat([energy(p) for p in momenta], 4)
P1 = (P0 @ V @ Q0 + Q0 @ V @ P0) / (E_basis[:, None] + E_basis[None, :])
step = 1e-3
P1_diff = (positive_projector(D0 + step * V)
           - positive_projector(D0 - step * V)) / (2 * step)
err_contour1 = norm(terms[1] - P1)
err_diff1 = norm(P1_diff - P1)
same_sign = max(norm(P0 @ P1_diff @ P0), norm(Q0 @ P1_diff @ Q0))
assert err_contour1 < 1e-10
assert err_diff1 < 1e-8
assert same_sign < 1e-8
assert norm(P0 @ V @ P0) > 0.01
assert norm(P1) <= v0 / 2
# commutation with D at first order, using the differentiated projector
assert norm(D0 @ P1_diff - P1_diff @ D0 - (P0 @ V - V @ P0)) < 1e-7

# ---------- second order: same-sign blocks ----------
step2 = 1e-2
P2_diff = (positive_projector(D0 + step2 * V)
           + positive_projector(D0 - step2 * V) - 2 * P0) / (2 * step2**2)
P2_plus = P0 @ P2_diff @ P0
P2_minus = Q0 @ P2_diff @ Q0
assert norm(P2_plus + P0 @ P1 @ P1 @ P0) < 1e-7
assert norm(P2_minus - Q0 @ P1 @ P1 @ Q0) < 1e-7
assert norm(P2_plus) > 1e-5

# ---------- remainders of the series ----------
partial = terms[0].copy()
remainders = []
for order in range(1, max_order + 1):
    partial = partial + terms[order]
    error = norm(P - partial)
    bound = v0**(order + 1) / (2 * (1 - v0))
    assert error <= bound
    remainders.append((order, error, bound))


def first_order_error(s):
    return norm(positive_projector(D0 + s * V) - P0 - s * P1)


ratio_projector = first_order_error(0.1) / first_order_error(0.05)
assert abs(ratio_projector - 4) < 0.2

# ---------- one momentum pair, scalar potential ----------
ia, ib = labels.index((0, 0, 0)), labels.index((1, 0, 0))
pa, pb = momenta[ia], momenta[ib]
Ea, Eb = energy(pa), energy(pb)
v_pair = v_scalar[ia, ib]
spin_factor = 1 - (1 + pa @ pb) / (Ea * Eb)
pair_formula = v_pair**2 * spin_factor / (Ea + Eb)**2
pair_block = P1_diff[4 * ia:4 * ia + 4, 4 * ib:4 * ib + 4]
pair_numeric = np.linalg.norm(
    free_projector(pa, +1) @ pair_block @ free_projector(pb, -1))**2
assert abs(pair_numeric / pair_formula - 1) < 1e-4
for j in range(n_p):
    block = slice(4 * j, 4 * j + 4)
    assert norm(P1_diff[block, block]) < 1e-8

# general directions and the small-momentum limit, from explicit matrices


def pair_strength(p, q):
    m = free_projector(p, +1) @ free_projector(q, -1)
    return np.linalg.norm(m)**2 / (energy(p) + energy(q))**2


pg, qg = np.array([0.3, -0.7, 1.1]), np.array([-0.5, 0.2, 0.9])
general = (1 - (1 + pg @ qg) / (energy(pg) * energy(qg))) \
    / (energy(pg) + energy(qg))**2
assert abs(pair_strength(pg, qg) - general) < 1e-12
ps, qs = np.array([0.01, 0.02, 0.0]), np.array([0.0, -0.01, 0.03])
small_numeric = pair_strength(ps, qs)
small_limit = np.dot(ps - qs, ps - qs) / 8
assert abs(small_numeric / small_limit - 1) < 1e-2

# ---------- rotation that decouples to first order ----------
W = P1 @ P0 - P0 @ P1
assert norm(W + W.conj().T) < 1e-12


def coupling_after(s):
    rotated = expm(-s * W) @ (D0 + s * V) @ expm(s * W)
    return norm(P0 @ rotated @ Q0)


coupling_before = norm(P0 @ V @ Q0)
ratio_coupling = coupling_after(0.1) / coupling_after(0.05)
assert abs(ratio_coupling - 4) < 0.2
assert coupling_after(1.0) < coupling_before

# ---------- output ----------
mc2_keV = constants.m_e * constants.c**2 / constants.e / 1e3
print(f"momentum spacing k = {k:.3f} mc")
print(f"well depth v0 = {v0:.3f} mc^2")
print(f"plane waves = {n_p}, matrix dimension = {dim}")
print(f"norm of V in the basis = {norm(V):.6f} mc^2")
print(f"smallest |eigenvalue| of D = {gap_edge:.6f} mc^2")
print(f"guaranteed gap edge 1 - v0 = {1 - v0:.6f} mc^2")
print(f"rank of P (trace) = {np.trace(P).real:.6f}")
print(f"scalar integral, energies 1.2, 0.9: {abs(same_pp):.1e} 1/mc^2")
print(f"scalar integral, energies 1.2,-0.9: {opposite:.6f} 1/mc^2")
print(f"contour nodes = {nodes}")
print(f"contour P minus diagonalized P, norm = {contour_error:.1e}")
print(f"P1 formula minus contour P1, norm = {err_contour1:.1e}")
print(f"P1 formula minus derivative of P, norm = {err_diff1:.1e}")
print(f"norm of P1 = {norm(P1):.6e}")
print(f"bound v0/2 on norm of P1 = {v0 / 2:.6f}")
print(f"largest same-sign block of dP, norm = {same_sign:.1e}")
print(f"same-sign (++) block of V, norm = {norm(P0 @ V @ P0):.6f} mc^2")
print(f"second-order ++ block, norm = {norm(P2_plus):.6e}")
print(f"second-order -- block, norm = {norm(P2_minus):.6e}")
for order, error, bound in remainders:
    print(f"remainder after order {order}: {error:.4e}, bound {bound:.4e}")
print(f"first-order error ratio, V halved = {ratio_projector:.4f}")
print(f"pair p=0, p'=(k,0,0): E_p = {Ea:.6f} mc^2")
print(f"pair: E_p' = {Eb:.6f} mc^2")
print(f"pair: E_p + E_p' = {Ea + Eb:.6f} mc^2")
print(f"pair: E_p + E_p' = {(Ea + Eb) * mc2_keV:.3f} keV")
print(f"pair: V(p,p') = {v_pair:.6f} mc^2")
print(f"pair: spin factor = {spin_factor:.6f}")
print(f"pair: squared amplitude, formula = {pair_formula:.6e}")
print(f"pair: squared amplitude, from dP = {pair_numeric:.6e}")
print(f"pair: root of squared amplitude = {np.sqrt(pair_formula):.6e}")
print(f"small momenta: strength/|V|^2 = {small_numeric:.6e} 1/(mc^2)^2")
print(f"small momenta: limit q^2/8 = {small_limit:.6e} 1/(mc^2)^2")
print(f"+- coupling before rotation = {coupling_before:.6e} mc^2")
print(f"+- coupling after rotation = {coupling_after(1.0):.6e} mc^2")
print(f"rotated coupling ratio, V halved = {ratio_coupling:.4f}")
print("success")
```

Printed output:

```
momentum spacing k = 0.800 mc
well depth v0 = 0.200 mc^2
plane waves = 27, matrix dimension = 108
norm of V in the basis = 0.124372 mc^2
smallest |eigenvalue| of D = 0.970519 mc^2
guaranteed gap edge 1 - v0 = 0.800000 mc^2
rank of P (trace) = 54.000000
scalar integral, energies 1.2, 0.9: 8.8e-18 1/mc^2
scalar integral, energies 1.2,-0.9: 0.476190 1/mc^2
contour nodes = 64
contour P minus diagonalized P, norm = 3.4e-15
P1 formula minus contour P1, norm = 4.6e-18
P1 formula minus derivative of P, norm = 3.1e-12
norm of P1 = 7.987013e-03
bound v0/2 on norm of P1 = 0.100000
largest same-sign block of dP, norm = 2.1e-12
same-sign (++) block of V, norm = 0.117503 mc^2
second-order ++ block, norm = 6.379239e-05
second-order -- block, norm = 6.379239e-05
remainder after order 1: 1.6019e-04, bound 2.5000e-02
remainder after order 2: 2.6308e-06, bound 5.0000e-03
remainder after order 3: 8.4353e-08, bound 1.0000e-03
remainder after order 4: 2.7742e-09, bound 2.0000e-04
first-order error ratio, V halved = 4.0001
pair p=0, p'=(k,0,0): E_p = 1.000000 mc^2
pair: E_p' = 1.280625 mc^2
pair: E_p + E_p' = 2.280625 mc^2
pair: E_p + E_p' = 1165.397 keV
pair: V(p,p') = -0.012500 mc^2
pair: spin factor = 0.219131
pair: squared amplitude, formula = 6.582889e-06
pair: squared amplitude, from dP = 6.582889e-06
pair: root of squared amplitude = 2.565714e-03
small momenta: strength/|V|^2 = 2.371364e-04 1/(mc^2)^2
small momenta: limit q^2/8 = 2.375000e-04 1/(mc^2)^2
+- coupling before rotation = 2.064159e-02 mc^2
+- coupling after rotation = 3.651106e-04 mc^2
rotated coupling ratio, V halved = 4.0003
success
```
